The classical scattering-angle integral for a repulsive ion–atom potential

A niobium ion falls back onto the niobium target of a sputtering magnetron and meets a surface atom. How far the ion is turned aside, and how much energy the atom receives, depend on how nearly head-on the encounter is. At several hundred electronvolts, unless the encounter is a glancing one, the two atoms come so close that the repulsion of their screened nuclei outweighs the binding of the metal. The encounter can then be treated, as a first approximation, as a classical collision of an isolated pair. The question is how the potential energy V(r) at separation r fixes the angle of deflection.

**Setting and statement**

A projectile of mass m₁ approaches a target of mass m₂ at rest. Let **r** = **r**₁ − **r**₂ be the relative position, r its length, v the initial relative speed, M = m₁ + m₂ and μ = m₁m₂/M the reduced mass. The impact parameter b is defined by the angular momentum of the relative motion, L = μvb. When the incoming path has a straight asymptote, b is the distance of the target from that line.

The assumptions are:

1. The motion is classical, non-relativistic and elastic, and no third body acts.
2. The force acts along **r** and derives from V(r), with V > 0, V′ < 0 for r > 0, and V → 0 as r → ∞.
3. b > 0.

The laboratory energy is E = m₁v²/2. The energy of relative motion is

Ec = μv²/2 = E m₂/(m₁ + m₂).

**Theorem.** Let

F(r) = 1 − V(r)/Ec − b²/r².

F has one zero r₀, which is the distance of closest approach. The relative velocity is turned through the angle

θ = π − 2b ∫_{r₀}^{∞} dr / [r² √F(r)], (1)

and 0 < θ < π.

Angular-momentum conservation is not enough to prove this. It gives the rate at which the line joining the particles turns; energy conservation gives the rate at which their separation changes. The integral is built from the ratio of the two.

**Lemma 1 (the two rates).** With φ the angle swept by **r**, counted positive in the sense of the motion,

dφ/dt = vb/r², (dr/dt)² = v²F(r). (2)

Proof. The forces on the two particles are opposite. Subtracting their accelerations gives

μ d²**r**/dt² = −V′(r) **r**/r.

The force is parallel to **r**, so its torque **r** × force vanishes and **L** = μ **r** × d**r**/dt is constant. The motion therefore stays in the plane perpendicular to **L**. In polar coordinates L = μr² dφ/dt, and setting this equal to μvb gives the first rate.

The energy is also constant and equals its value at large distance:

(μ/2)[(dr/dt)² + r²(dφ/dt)²] + V(r) = Ec.

The first rate gives r²(dφ/dt)² = v²b²/r². Dividing by Ec = μv²/2 then yields

(dr/dt)²/v² + b²/r² + V/Ec = 1,

which is the second rate. ∎

**Lemma 2 (the turning point).** F has one zero r₀. It is simple, r₀ > b, and the particles approach to r₀ and then separate.

Proof. Differentiation gives

F′(r) = −V′(r)/Ec + 2b²/r³ > 0,

because V′ < 0. F rises from −∞ at r → 0 to 1 at r → ∞, so it crosses zero once, with nonzero slope. Since F(b) = −V(b)/Ec < 0, the zero lies beyond b. By (2), motion requires F ≥ 0, that is r ≥ r₀.

Differentiating (dr/dt)² = v²F with respect to time and dividing by 2 dr/dt gives

d²r/dt² = v²F′(r)/2.

By continuity this also holds at r₀, where it is positive. The separation therefore stops decreasing there and begins to grow. ∎

**Proof of the theorem.** Dividing the two rates removes the time:

|dφ/dr| = b/[r²√F(r)]. (3)

This depends on r but not on whether r is shrinking or growing. The approach and the retreat therefore sweep equal angles,

Φ = b ∫_{r₀}^{∞} dr/[r²√F(r)]. (4)

At large r the integrand falls as 1/r². Near r₀, F ≈ F′(r₀)(r − r₀), so the integrand grows as (r − r₀)^(−1/2), which is integrable. Hence Φ is finite.

Next, Φ must be related to the directions of the velocity. Far away, the velocity component across **r** is r dφ/dt = vb/r → 0, while the radial speed tends to v. The velocity is then parallel to **r**. If **n** and **n′** are the unit vectors of the initial and final relative velocity, **r** starts in the direction −**n** and ends in the direction **n′**, having turned through 2Φ. A turn through π would have brought it to +**n**, the undeflected direction. The deflection is the shortfall, θ = π − 2Φ, which is (1).

For the range of θ, put u = r₀/r and β = b/r₀. Then dr/r² = −du/r₀ and

Φ = β ∫₀¹ du/√F.

The condition F(r₀) = 0 reads 1 − V(r₀)/Ec = β². For u < 1 we have r > r₀ and V(r) < V(r₀), so

F = 1 − V(r)/Ec − β²u² > β²(1 − u²). (5)

Therefore 0 < Φ < ∫₀¹ du/√(1 − u²) = π/2, and 0 < θ < π. ∎

**Remark (a form fit for computation).** The infinite integrand at r₀ is removed by r = r₀/(1 − s²). Then dr = 2r₀s ds/(1 − s²)², so dr/r² = 2s ds/r₀ and

θ = π − (4b/r₀) ∫₀¹ s ds/√F. (6)

Near s = 0, r − r₀ ≈ r₀s² and √F ≈ s√[r₀F′(r₀)]. The integrand tends to the finite value 1/√[r₀F′(r₀)].

**Remark (attraction).** If V has an attractive part, F′ can change sign and F may have several zeros. A particle coming from outside turns at the outermost zero if that zero is simple. At a double zero √F is proportional to r − r₀, the integral diverges logarithmically, and the particles circle each other without limit.

**Cases that can be integrated**

*No force.* This is the limit V → 0. Then r₀ = b, F = 1 − u², Φ = π/2 and θ = 0.

*Coulomb repulsion, V = A/r.* Put y = b/r and κ = A/(2Ec b). Since b dr/r² = −dy,

Φ = ∫₀^{y₀} dy/√(1 − 2κy − y²) = ∫₀^{y₀} dy/√[1 + κ² − (y + κ)²].

The turning point is y₀ + κ = √(1 + κ²), where the arcsine of (y + κ)/√(1 + κ²) equals π/2. At y = 0 the arcsine is arctan κ. Thus Φ = π/2 − arctan κ and

θ = 2 arctan[A/(2Ec b)].

*Inverse-square potential, V = A/r².* Here F = 1 − r₀²/r² with r₀² = b² + A/Ec. Then Φ = (b/r₀)π/2 and

θ = π[1 − b/√(b² + A/Ec)].

*Head-on limit.* If V(0) > Ec, which includes an infinite core, r₀ tends to the positive radius at which V = Ec. The integral in (6) stays finite while its prefactor vanishes with b, so θ → π and the projectile is reflected.

If V is continuous at the origin and V(0) < Ec, the projectile can pass over the barrier. As b → 0, r₀ → 0 and β² → 1 − V(0)/Ec, while at fixed u > 0 F → β²(1 − u²). The bound (5) permits the limit to be taken under the integral. The result is Φ → π/2 and θ → 0.

**Corollary (laboratory quantities).** The laboratory deflection ψ of the projectile and the energy T given to the target are

tan ψ = sin θ/(m₁/m₂ + cos θ), T = [4m₁m₂/(m₁ + m₂)²] E sin²(θ/2). (7)

Proof. The centre of mass moves with velocity m₁v**n**/M. After the collision the relative velocity is v**n′**, so

**v**₁ = (v/M)(m₁**n** + m₂**n′**), **v**₂ = (m₁v/M)(**n** − **n′**).

The components of **v**₁ across and along **n** are proportional to m₂ sin θ and m₁ + m₂ cos θ. Their ratio is tan ψ. Since |**n** − **n′**|² = 2 − 2cos θ = 4 sin²(θ/2),

T = m₂|**v**₂|²/2 = (m₂/2)(m₁²v²/M²) 4 sin²(θ/2),

and m₁v²/2 = E gives (7). ∎

For equal masses, tan ψ = sin θ/(1 + cos θ) = tan(θ/2), so ψ = θ/2 and T = E sin²(θ/2).

**A niobium ion on a niobium atom**

Take E = 600 eV, so Ec = 300 eV, and b = 0.050 nm. The pair potential is the Ziegler–Biersack–Littmark (ZBL) universal potential,

V(r) = (Z²e²/4πε₀r) χ(r/a), a = 0.8854 a₀/(2Z^0.23),

χ(x) = 0.1818e^(−3.2x) + 0.5099e^(−0.9423x) + 0.2802e^(−0.4028x) + 0.02817e^(−0.2016x).

Here a₀ is the Bohr radius, Z = 41 and e²/4πε₀ = 1.440 eV nm, which gives a = 0.00997 nm. This is a fitted model potential for neutral atoms; the ion's net charge is ignored. The third exponent is usually quoted as 0.4029; with the coefficients given to five figures the angle found below changes by 0.01°.

Solving F = 0 numerically gives r₀ = 0.0987 nm (1.864 bohr). At that distance the energy is divided as

V(r₀) + Ec b²/r₀² = 223 eV + 77 eV = 300 eV.

The radial motion has stopped, but 77 eV remains in the sideways motion that angular momentum demands. This is why r₀ exceeds the head-on value, 0.0918 nm.

Gauss–Legendre quadrature of (6) with 200 points corresponds to ∫dr/(r²√F) = 13.600 nm⁻¹. Hence

θ = 3.1416 − 2(0.050)(13.600) = 1.7816 rad = 102.1°,

ψ = 51.04°, T = 600 eV × sin²(51.04°) = 363 eV.

Newton's equations for both atoms, integrated step by step in the laboratory frame without use of either conservation law, also give 102.0771°, the value of the integral to the same digits. For b = 0.02, 0.05, 0.10 and 0.15 nm the two routes differ by at most 9 × 10⁻¹² rad. This confirms the integral, not the potential.

Other impact parameters at the same energy give:

b = 0.010 nm: r₀ = 0.092 nm, θ = 164°, T = 588 eV
b = 0.025 nm: r₀ = 0.093 nm, θ = 140°, T = 529 eV
b = 0.075 nm: r₀ = 0.108 nm, θ = 69°, T = 193 eV
b = 0.100 nm: r₀ = 0.120 nm, θ = 43°, T = 80 eV
b = 0.125 nm: r₀ = 0.137 nm, θ = 24°, T = 27 eV
b = 0.150 nm: r₀ = 0.157 nm, θ = 13°, T = 8 eV

Every row describes one encounter only, and in a real target further collisions follow. The last two rows lie outside the safe range of the pair picture even for that first encounter. Neighbouring atoms in niobium are roughly 0.29 nm apart, and an ion passing midway between two of them, at about 0.14 nm, is equally close to both.

**What the isolated pair leaves out**

A singly charged ion gains 600 eV when it falls through 600 V on its way back to the target. The assumption that a real target breaks most plainly is that of isolation. A third atom exerting a force **f** on the ion changes the pair's angular momentum, since d(**r** × d**r**/dt)/dt = **r** × **f**/m₁. To size this, Newton's equations were solved with a neighbour placed 0.286 nm from the target atom, at right angles to the beam and on the ion's side, and acting on the ion alone. At b = 0.05 nm, T rises from 363 to 366 eV, about 1%. The scattered ion then passes close to the neighbour and gives it 50 eV, and its final direction falls from ψ = 51° to about 24°. The first energy transfer is well described by the isolated pair; the direction in which the ion finally leaves is not. At b = 0.10 nm, T rises from 80 to 86 eV, about 8%, and the ion's final direction falls from 21° to about 16°. Forces between target atoms and from the rest of the crystal are still missing.

The potential itself is uncertain. The Kr–C screening function is

χ(x) = 0.190945e^(−0.278544x) + 0.473674e^(−0.637174x) + 0.335381e^(−1.919249x),

with a = 0.8853 a₀/(2√Z)^(2/3). It gives θ = 100.5° at b = 0.05 nm and 40.4° at 0.10 nm, which is 1.6° and 2.4° below ZBL. Angles from either model are therefore uncertain by about two degrees, and two fitted screening functions need not bracket the true niobium–niobium potential. The energy transfer at b = 0.05 nm, 600 eV × sin²(θ/2), is 8 eV lower with Kr–C than with ZBL, so its last digit is not significant either.

Energy lost to electrons can be estimated by Firsov's formula,

Q = 0.35(2Z)^(5/3)(v/v_B)E_h/[1 + 0.16(2Z)^(1/3)r₀/a₀]⁵,

where v_B is the atomic unit of velocity and E_h the hartree. For v = 35.3 km/s, Q = 3.7 eV. The formula assumes a straight path at constant speed, whereas here the relative speed falls to vb/r₀, about half of v, at closest approach; the estimate is therefore probably too high. Lowering Ec by this amount at fixed b raises θ by 0.2°. The metallic attraction is absent from V. A rough cohesive energy of 7.6 eV per atom, shared among eight neighbours with two atoms to a bond, gives 1.9 eV per bond. Raising Ec by that amount lowers θ by 0.1°. Both shifts set a scale and are not corrections. In particular, raising Ec at fixed b also raises L, which a central attraction would leave unchanged, so even the sign of the second shift depends on the shape of the attraction. At the neighbour spacing the ZBL repulsion is 0.8 eV, less than the bond energy, so the tail of V is unreliable for glancing collisions.

Heat moves the target atom. At a rough working temperature of 400 K its thermal speed along the beam, √(kT′/m₂) with T′ the temperature, is 0.5% of the ion's speed. Motion towards the ion at that speed lowers θ by 0.2°. The displacement of the atom matters more. With the Debye temperature set to Θ = 275 K, a rough value for the bulk, the high-temperature Debye estimate √(3ħ²T′/m₂kΘ²) is 0.009 nm along each axis; atoms at the surface usually move more. Near b = 0.05 nm the angle changes by −1430° per nm, so an ion aimed at a fixed offset from the lattice site has a spread of about 13°. This does not contradict (1), in which b refers to the atom's actual position.

Quantum mechanics limits the idea of a single path. Confining the relative motion sideways to a width Δb gives it an angular spread of at least 1/(2kΔb), with k = μv/ħ, and the collision adds |dθ/db|Δb. If sideways position and direction are uncorrelated and the first spread is at its lower bound, the sum of the squares is least when the two are equal, and the total spread is then √(|dθ/db|/k) = 1.8°. Although L/ħ is about 1290, this spread is about as large as the difference between the two screening functions at b = 0.05 nm. A classical angle of 102° is thus a meaningful centre of a narrow distribution, not a sharp outcome.
